# Time-reversal phases of spherical harmonics and when Hamiltonian matrices are real: verification in Python

```python
"""
Result under test: with T = exp(-i pi s_y) K (K = complex conjugation),
  K Y_lm = (-1)^m Y_l,-m   but   K (i^l Y_lm) = (-1)^(l-m) (i^l Y_l,-m).
An operator with signs tau, rho, par under T, the rotation R_y(pi) and parity
has a matrix O with conj(O) = tau*rho*O in the i^l basis and
conj(O) = tau*rho*par*O in the plain basis.
Orbitals are r^l Y_lm exp(-r^2/2), r in units of the oscillator length b.
A polynomial is a dict {(power of x, of y, of z): coefficient}.
Spin-orbitals are ordered as orbital (l, m) times spin (up, down).
"""
import numpy as np
from math import gamma, sqrt
from scipy import constants as const
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

LMAX = 3


def combine(*terms):
    out = {}
    for factor, poly in terms:
        for powers, c in poly.items():
            out[powers] = out.get(powers, 0) + factor * c
    return out


def times(poly, axis):
    out = {}
    for powers, c in poly.items():
        new = list(powers)
        new[axis] += 1
        out[tuple(new)] = c
    return out


def deriv(poly, axis):
    out = {}
    for powers, c in poly.items():
        if powers[axis] > 0:
            new = list(powers)
            new[axis] -= 1
            out[tuple(new)] = c * powers[axis]
    return out


def ang(poly, axis):
    """Component of L = r x (-i grad); it does not act on the Gaussian."""
    a, b = (axis + 1) % 3, (axis + 2) % 3
    return combine((-1j, times(deriv(poly, b), a)),
                   (1j, times(deriv(poly, a), b)))


def wavevector(poly, axis):
    """-i d/dx acting on polynomial times exp(-r^2/2)."""
    return combine((-1j, deriv(poly, axis)), (1j, times(poly, axis)))


def inner(f, g):
    total = 0j
    for p, c in f.items():
        for q, d in g.items():
            n = [p[i] + q[i] for i in range(3)]
            if all(k % 2 == 0 for k in n):
                weight = np.prod([gamma((k + 1) / 2) for k in n])
                total += np.conj(c) * d * weight
    return total


# Harmonics: top state (-1)^l (x+iy)^l, the others by the lowering operator
labels, orbitals = [], []
for l in range(LMAX + 1):
    f = {(0, 0, 0): 1.0 + 0j}
    for _ in range(l):
        f = combine((-1, times(f, 0)), (-1j, times(f, 1)))
    f = combine((1 / sqrt(inner(f, f).real), f))
    for m in range(l, -l - 1, -1):
        labels.append((l, m))
        orbitals.append(f)
        if m == 0:
            value_on_z = sum(c for p, c in f.items() if p[0] == p[1] == 0)
            assert value_on_z.real > 0 and abs(value_on_z.imag) < 1e-12
        if m > -l:
            f = combine((1 / sqrt(l * (l + 1) - m * (m - 1)),
                         combine((1, ang(f, 0)), (-1j, ang(f, 1)))))
index = {lab: i for i, lab in enumerate(labels)}


def matrix(action):
    images = [action(g) for g in orbitals]
    return np.array([[inner(f, g) for g in images] for f in orbitals])


n_orb = len(labels)
assert np.allclose(matrix(lambda p: p), np.eye(n_orb))
K = matrix(lambda p: {q: np.conj(c) for q, c in p.items()})
R = matrix(lambda p: {q: c * (-1) ** (q[0] + q[2]) for q, c in p.items()})
P = matrix(lambda p: {q: c * (-1) ** sum(q) for q, c in p.items()})
phase = np.array([1j ** l for l, m in labels])
K_std = np.conj(phase)[:, None] * K * np.conj(phase)[None, :]

# Conjugation and rotation phases of the harmonics
want_plain, want_std = np.zeros((n_orb, n_orb)), np.zeros((n_orb, n_orb))
for (l, m), i in index.items():
    want_plain[index[l, -m], i] = (-1) ** abs(m)
    want_std[index[l, -m], i] = (-1) ** (l - m)
assert np.allclose(K, want_plain)
assert np.allclose(K_std, want_std)
assert np.allclose(R, want_std)
L = [matrix(lambda p, a=a: ang(p, a)) for a in range(3)]
for La in L:
    assert np.allclose(np.conj(phase)[:, None] * La * phase, La)


def cg(j1, m1, j2, m2, j, m):
    """Clebsch-Gordan coefficient; all arguments are doubled."""
    a = [Rational(int(v), 2) for v in (j1, j2, j, m1, m2, m)]
    return float(clebsch_gordan(*a))


# Two orbital angular momenta coupled to (big_l, big_m)
def pair_state(l1, l2, big_l, big_m):
    v = np.zeros((2 * l1 + 1, 2 * l2 + 1))
    for m1 in range(-l1, l1 + 1):
        m2 = big_m - m1
        if abs(m2) <= l2:
            v[l1 - m1, l2 - m2] = cg(2*l1, 2*m1, 2*l2, 2*m2,
                                     2*big_l, 2*big_m)
    return v.ravel()


def pair_sign(mat, l1, l2, big_l, big_m):
    blocks = []
    for l in (l1, l2):
        s = slice(l * l, (l + 1) ** 2)
        blocks.append(mat[s, s])
    image = np.kron(*blocks) @ pair_state(l1, l2, big_l, big_m)
    target = pair_state(l1, l2, big_l, -big_m)
    sign = (target @ image).real
    assert np.allclose(image, sign * target)
    return round(sign)


for l1, l2 in ((1, 1), (1, 2), (2, 2)):
    for bl in range(abs(l1 - l2), l1 + l2 + 1):
        for bm in range(-bl, bl + 1):
            assert pair_sign(K, l1, l2, bl, bm) == (-1)**(l1+l2-bl+abs(bm))
            assert pair_sign(K_std, l1, l2, bl, bm) == (-1)**(bl-bm)

# Spin-orbitals
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spin_turn = expm(-0.5j * np.pi * sigma[1])
one2 = np.eye(2)
T = np.kron(K, spin_turn)          # T = (this matrix) times conjugation
RY = np.kron(R, spin_turn)
PAR = np.kron(P, one2)
D = np.repeat(phase, 2)


def to_std(op):
    return np.conj(D)[:, None] * op * D[None, :]


T_std = np.conj(D)[:, None] * T * np.conj(D)[None, :]

# Coupled states (l 1/2) j m; quantum numbers j and m are stored doubled
coupled, columns = [], []
for l in range(LMAX + 1):
    for jj in ([1] if l == 0 else [2 * l - 1, 2 * l + 1]):
        for mm in range(-jj, jj + 1, 2):
            v = np.zeros(2 * n_orb)
            for s, ms in enumerate((1, -1)):
                ml = (mm - ms) // 2
                if abs(ml) <= l:
                    v[2 * index[l, ml] + s] = cg(2*l, 2*ml, 1, ms, jj, mm)
            coupled.append((l, jj, mm))
            columns.append(v)
C = np.array(columns).T
where = {lab: i for i, lab in enumerate(coupled)}
assert np.allclose(C.T @ C, np.eye(2 * n_orb))
for (l, jj, mm), i in where.items():
    partner = C[:, where[l, jj, -mm]]
    standard = (-1) ** ((jj - mm) // 2)
    assert np.allclose(T_std @ C[:, i], standard * partner)
    assert np.allclose(T @ C[:, i], (-1) ** l * standard * partner)

# Operators and their symmetry signs
X = [matrix(lambda p, a=a: times(p, a)) for a in range(3)]
KV = [matrix(lambda p, a=a: wavevector(p, a)) for a in range(3)]
Sk = sum(np.kron(KV[a], sigma[a]) for a in range(3))
Sr = sum(np.kron(X[a], sigma[a]) for a in range(3))
SL = sum(np.kron(L[a], sigma[a]) for a in range(3))
eye_orb = np.eye(n_orb)
operators = {"sigma.k": Sk, "sigma.r": Sr, "L.sigma": SL,
             "z": np.kron(X[2], one2), "y": np.kron(X[1], one2),
             "sigma_z": np.kron(eye_orb, sigma[2]),
             "sigma_y": np.kron(eye_orb, sigma[1])}


def relative_sign(new, old):
    if np.allclose(new, old):
        return 1
    assert np.allclose(new, -old)
    return -1


def kind(op):
    if np.allclose(op.imag, 0):
        return "real"
    return "imaginary" if np.allclose(op.real, 0) else "complex"


print("Largest l in the tests:", LMAX)
print("Y_10: sign under K, plain:", round(K[index[1, 0], index[1, 0]].real))
print("Y_10: sign under K, with i^l:",
      round(K_std[index[1, 0], index[1, 0]].real))
print("Pair l1=l2=1, L=1, M=0: sign under K, plain:",
      pair_sign(K, 1, 1, 1, 0))
print("Same pair, with i^l:", pair_sign(K_std, 1, 1, 1, 0))
print("Operator: signs under T, R_y(pi), P; plain matrix; i^l matrix")
for name, op in operators.items():
    assert np.allclose(op, op.conj().T)
    tau = relative_sign(T @ op.conj() @ T.conj().T, op)
    rho = relative_sign(RY @ op @ RY.conj().T, op)
    par = relative_sign(PAR @ op @ PAR.conj().T, op)
    assert np.allclose(to_std(op).conj(), tau * rho * to_std(op))
    assert np.allclose(op.conj(), tau * rho * par * op)
    print(f"  {name}: {tau:+d} {rho:+d} {par:+d}; "
          f"{kind(op)}; {kind(to_std(op))}")
tilted = operators["y"] + np.kron(X[0], one2)
assert kind(tilted) == kind(to_std(tilted)) == "complex"
print(f"  x+y: plain {kind(tilted)}; i^l {kind(to_std(tilted))}")

# A scalar T-even operator: diagonal in j and m, independent of m, real
scalar = C.T @ to_std(Sk) @ C
assert np.allclose(scalar.imag, 0)
for (l, jj, mm), i in where.items():
    for (l2, jj2, mm2), k in where.items():
        if (jj, mm) != (jj2, mm2):
            assert abs(scalar[i, k]) < 1e-10
        else:
            ref = scalar[where[l, jj, jj], where[l2, jj, jj]]
            assert abs(scalar[i, k] - ref) < 1e-10

# Worked example: s and p shells only, energies in eV, lengths in angstrom
b, lam, g, field = 2.0, 1.0, 0.2, 0.1
hw = const.hbar**2 / (const.m_e * (b * const.angstrom)**2) / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
sp = slice(0, 8)
H0 = np.diag([hw * (l + 1.5) for l, m in labels for s in range(2)])[sp, sp]
Hk, Hr = (lam / b * Sk)[sp, sp], (g * b * Sr)[sp, sp]
Hk_std, Hr_std = (lam / b * to_std(Sk))[sp, sp], (g * b * to_std(Sr))[sp, sp]


def levels(h):
    return np.linalg.eigvalsh(h)


def lowest(coupling_squared):
    return 2 * hw - sqrt((hw / 2)**2 + coupling_squared)


v, w = lam * sqrt(1.5) / b, g * b * sqrt(1.5)
E_k, E_both = levels(H0 + Hk)[0], levels(H0 + Hk + Hr)[0]
E_lost = levels(H0 + Hk.real)[0]
E_mixed = levels(H0 + Hk_std + Hr)[0]
assert np.allclose(levels(H0 + Hk), levels(H0 + Hk_std))
assert np.allclose(levels(H0 + Hk + Hr), levels(H0 + Hk_std + Hr_std))
assert abs(E_k - lowest(v**2)) < 1e-10
assert abs(E_both - lowest(v**2 + w**2)) < 1e-10
assert abs(E_lost - 1.5 * hw) < 1e-10
assert abs(E_mixed - lowest((v + w)**2)) < 1e-10
upper = 4 * hw - E_both
expected = sorted([E_both] * 2 + [2.5 * hw] * 4 + [upper] * 2)
assert np.allclose(levels(H0 + Hk + Hr), expected)


def show(value):
    re, im = round(value.real, 4) + 0.0, round(value.imag, 4) + 0.0
    return f"{re:.4f} {im:+.4f}i"


def element(op, mm):
    return C[:, where[1, 1, mm]] @ op @ C[:, where[0, 1, mm]]


print(f"Oscillator length b: {b:.1f} angstrom")
print(f"Coupling lambda of sigma.k: {lam:.1f} eV angstrom")
print(f"Coupling g of sigma.r: {g:.1f} eV/angstrom")
print(f"Oscillator quantum: {hw:.4f} eV")
print(f"Uncoupled s level: {1.5 * hw:.4f} eV")
print(f"Uncoupled p level: {2.5 * hw:.4f} eV")
print(f"Size v of the sigma.k element: {v:.4f} eV")
print(f"Size w of the sigma.r element: {w:.4f} eV")
print("Elements <p1/2 m|...|s1/2 m> in eV")
for mm in (1, -1):
    for name, op in (("lambda sigma.k", lam / b * Sk),
                     ("g sigma.r", g * b * Sr)):
        print(f"  {name}, m={mm}/2: plain {show(element(op, mm))}; "
              f"i^l {show(element(to_std(op), mm))}")
print(f"Electric force F: {field:.1f} eV/angstrom")
s0 = index[0, 0]
for name, a, m in (("F z, <p m=0|..|s>", 2, 0), ("F y, <p m=1|..|s>", 1, 1)):
    val = field * b * X[a][index[1, m], s0]
    print(f"  {name}: plain {show(val)}; i^l {show(-1j * val)} eV")
    assert np.isclose(-1j * val,
                      field * b * to_std(np.kron(X[a], one2))
                      [2 * index[1, m], 2 * s0])
print(f"Lowest level, sigma.k only: {E_k:.4f} eV = {E_k/hartree:.5f} hartree")
print(f"Its shift from the s level: {E_k - 1.5 * hw:.4f} eV")
print(f"Lowest level, imaginary part dropped: {E_lost:.4f} eV")
print(f"Error of dropping it: {E_lost - E_k:.4f} eV")
print(f"Lowest level, both couplings: {E_both:.4f} eV"
      f" = {E_both/hartree:.5f} hartree")
print(f"Upper j=1/2 level, both couplings: {upper:.4f} eV")
print(f"Lowest level, mixed phase tables: {E_mixed:.4f} eV")
print(f"Error of mixing them: {E_mixed - E_both:.4f} eV")
print("all good")
```

Running it gives:

```
Largest l in the tests: 3
Y_10: sign under K, plain: 1
Y_10: sign under K, with i^l: -1
Pair l1=l2=1, L=1, M=0: sign under K, plain: -1
Same pair, with i^l: -1
Operator: signs under T, R_y(pi), P; plain matrix; i^l matrix
  sigma.k: +1 +1 -1; imaginary; real
  sigma.r: -1 +1 -1; real; imaginary
  L.sigma: +1 +1 +1; real; real
  z: +1 -1 -1; real; imaginary
  y: +1 +1 -1; imaginary; real
  sigma_z: -1 -1 +1; real; real
  sigma_y: -1 +1 +1; imaginary; imaginary
  x+y: plain complex; i^l complex
Oscillator length b: 2.0 angstrom
Coupling lambda of sigma.k: 1.0 eV angstrom
Coupling g of sigma.r: 0.2 eV/angstrom
Oscillator quantum: 1.9050 eV
Uncoupled s level: 2.8575 eV
Uncoupled p level: 4.7625 eV
Size v of the sigma.k element: 0.6124 eV
Size w of the sigma.r element: 0.4899 eV
Elements <p1/2 m|...|s1/2 m> in eV
  lambda sigma.k, m=1/2: plain 0.0000 -0.6124i; i^l -0.6124 +0.0000i
  g sigma.r, m=1/2: plain -0.4899 +0.0000i; i^l 0.0000 +0.4899i
  lambda sigma.k, m=-1/2: plain 0.0000 -0.6124i; i^l -0.6124 +0.0000i
  g sigma.r, m=-1/2: plain -0.4899 +0.0000i; i^l 0.0000 +0.4899i
Electric force F: 0.1 eV/angstrom
  F z, <p m=0|..|s>: plain 0.1414 +0.0000i; i^l 0.0000 -0.1414i eV
  F y, <p m=1|..|s>: plain 0.0000 +0.1000i; i^l 0.1000 +0.0000i eV
Lowest level, sigma.k only: 2.6776 eV = 0.09840 hartree
Its shift from the s level: -0.1799 eV
Lowest level, imaginary part dropped: 2.8575 eV
Error of dropping it: 0.1799 eV
Lowest level, both couplings: 2.5762 eV = 0.09467 hartree
Upper j=1/2 level, both couplings: 5.0438 eV
Lowest level, mixed phase tables: 2.3532 eV
Error of mixing them: -0.2230 eV
all good
```
